# Thermal rectification by two segments with opposite conductivity laws

## The question

A rod consists of two segments, A and B, joined end to end. They have the same length $L$ and the same cross-section. Their thermal conductivities depend on temperature as

$$k_A(T)=k_0\,\frac{T}{T_0},\qquad k_B(T)=k_0\,\frac{T_0}{T},\qquad T_0=300\ \mathrm K,$$

so that both equal $k_0$ at $T_0$. One outer end of the rod is held at 350 K and the other at 250 K. In forward bias the outer end of A is hot; in reverse bias it is cold.

Heat flows along the rod only, the state is steady, no heat leaves through the sides, and Fourier's law holds at each point with the local conductivity. The last assumption requires segments long compared with the mean free path of the heat carriers. Until part (f) the junction has no thermal resistance, so the temperature is continuous there.

Let A occupy $0<x<L$ and B occupy $L<x<2L$, and count the heat flux $J$ (power per area) as positive from A to B. Write $T_A$, $T_B$ for the outer end temperatures, $T_m$ for the junction temperature, and

$$a=\frac{T_A}{T_0},\quad b=\frac{T_B}{T_0},\quad m=\frac{T_m}{T_0},\quad j=\frac{JL}{k_0T_0}.$$

The rectification ratio is $R=|J_{\text{forward}}/J_{\text{reverse}}|$. For numbers with units take $L=1\ \mu\mathrm m$ and $k_0=1\ \mathrm{W/(m\,K)}$. These are round model values, not those of a particular material.

## (a) Find the equations that fix $j$ and $m$, and show that they have one solution. Solve them in closed form and give the temperature profile.

**Answer.** In a steady state without side losses the same $J$ crosses every section. Fourier's law, $J=-k(T)\,dT/dx$, can then be written $J\,dx=-k(T)\,dT$ and integrated over each segment:

$$JL=-\int_{T_A}^{T_m}\frac{k_0T}{T_0}\,dT=\frac{k_0}{2T_0}\left(T_A^2-T_m^2\right),$$

$$JL=-\int_{T_m}^{T_B}\frac{k_0T_0}{T}\,dT=k_0T_0\ln\frac{T_m}{T_B}.$$

Division by $k_0T_0$ gives

$$j=\frac{a^2-m^2}{2},\qquad j=\ln\frac mb. \tag{1}$$

The difference of the two right-hand sides, $F(m)=\tfrac12(a^2-m^2)-\ln(m/b)$, has slope $F'(m)=-m-1/m<0$, so it has at most one zero. Its values at the two ends are $F(b)=\tfrac12(a^2-b^2)$ and $F(a)=-\ln(a/b)$, which have opposite signs when $a\neq b$. There is therefore one solution, and it lies between $a$ and $b$.

To solve, equate the two expressions in (1) and multiply by 2:

$$a^2-m^2=\ln m^2-\ln b^2\quad\Longrightarrow\quad m^2+\ln m^2=a^2+\ln b^2 .$$

Taking the exponential of both sides gives $m^2e^{m^2}=b^2e^{a^2}$. The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, and for $z>0$ it has one real value. Hence

$$m^2=W\!\left(b^2e^{a^2}\right),\qquad j=\frac{a^2-m^2}{2}. \tag{2}$$

Nothing in the derivation assumed $a>b$, so (2) serves both biases. Since $j$ depends on $a$ and $b$ alone, $R$ does not depend on $k_0$ or $L$.

Stopping the integrals at a general point $x$ gives the profile:

$$T^2=T_A^2-\frac{2T_0Jx}{k_0}\ \text{ in A},\qquad T=T_m\exp\!\left[-\frac{J(x-L)}{k_0T_0}\right]\ \text{ in B}.$$

## (b) Evaluate both biases and the rectification ratio.

**Answer.** The end temperatures correspond to $350/300=1.166667$ and $250/300=0.833333$, with squares $1.361111$ and $0.694444$. The unit of flux is $k_0T_0/L=300\ \mathrm{MW/m^2}$.

*Forward bias*, $a=1.166667$, $b=0.833333$:

$$b^2e^{a^2}=2.708698,\qquad m^2=W(2.708698)=0.998235,$$

$$j=\frac{1.361111-0.998235}{2}=0.181438,\qquad J=300\times0.181438=54.431\ \mathrm{MW/m^2}.$$

The junction is at $T_m=299.735$ K.

*Reverse bias*, $a=0.833333$, $b=1.166667$:

$$b^2e^{a^2}=2.725756,\qquad m^2=W(2.725756)=1.001373,$$

$$j=\frac{0.694444-1.001373}{2}=-0.15346,\qquad J=-46.039\ \mathrm{MW/m^2}.$$

The minus sign says that heat now flows from B to A. The junction is at 300.206 K. The ratio is

$$R=\frac{54.431}{46.039}=1.182 .$$

The rod carries about 18 % more heat when the segment with $k\propto T$ is at the hot end. A numerical solution of the discretized rod, which uses only the local conductivities and none of the integrated formulas, gives the same ratio to the five decimals printed in the numerical output.

The profile can be checked at the middle of A in forward bias. With $JL/k_0=54.431$ K,

$$T^2=350^2-300\times54.431\ \mathrm{K^2}=106171\ \mathrm{K^2},\qquad T=325.84\ \mathrm K.$$

This is above the mean of the segment's end temperatures, 324.87 K. The reason is that $k_A$ falls towards the junction, so the same flux needs a steeper gradient there, and less than half of the drop occurs in the outer half.

## (c) Without the Lambert function, estimate the fluxes by placing the junction at $T_0$. Explain the accuracy of the result.

**Answer.** With $m=1$ the two expressions in (1) become

$$j_A=\frac{a^2-1}{2},\qquad j_B=-\ln b .$$

They do not agree, because the junction is not quite at $T_0$. In forward bias they correspond to 54.167 and 54.696 MW/m², with mean 54.432 MW/m². In reverse bias they correspond to $-45.833$ and $-46.245$ MW/m², with mean $-46.039$ MW/m². The means are far better than either member of the pair.

To see why, put $m=1+\varepsilon$ in (1) and expand:

$$j=j_A-\varepsilon-\frac{\varepsilon^2}{2},\qquad j=j_B+\varepsilon-\frac{\varepsilon^2}{2}+O(\varepsilon^3).$$

Subtracting the second from the first removes the quadratic terms, and adding them removes the linear ones:

$$\varepsilon=\frac{j_A-j_B}{2}+O(\varepsilon^3),\qquad j=\frac{j_A+j_B}{2}-\frac{\varepsilon^2}{2}+O(\varepsilon^3). \tag{3}$$

The linear terms cancel because both segments have conductivity $k_0$ at $T_0$ and equal lengths: a shift of the junction changes the two estimates by equal and opposite amounts. In forward bias

$$\varepsilon=\frac{54.167-54.696}{2\times300}=-0.00088,$$

which puts the junction 0.26 K below $T_0$, as found in (b). The error of the mean is then $\varepsilon^2/2\approx4\times10^{-7}$ in $j$, about two parts in a million of the flux.

## (d) For ends at $T_0(1\pm d)$, find how $R$ depends on $d$ when $d$ is small. Compare with (b).

**Answer.** In forward bias $a=1+d$ and $b=1-d$, so that

$$j_A=\frac{(1+d)^2-1}{2}=d+\frac{d^2}{2},$$

$$j_B=-\ln(1-d)=d+\frac{d^2}{2}+\frac{d^3}{3}+\frac{d^4}{4}+\frac{d^5}{5}+O(d^6).$$

These agree through second order, so (3) gives $\varepsilon=-d^3/6+O(d^4)$. The correction $\varepsilon^2/2$ is therefore of order $d^6$, and the mean gives

$$j(d)=d+\frac{d^2}{2}+\frac{d^3}{6}+\frac{d^4}{8}+\frac{d^5}{10}+O(d^6). \tag{4}$$

Reversing the bias means $a=1-d$, $b=1+d$, which is the replacement $d\to-d$. The reverse flux is thus $j(-d)$, which is negative. With $g(d)=j(d)/d$ the ratio is $R=g(d)/g(-d)$, and

$$\ln R=\ln g(d)-\ln g(-d)$$

is twice the odd part of $\ln g$. Write $g=1+u$ with $u=d/2+d^2/6+d^3/8+O(d^4)$. Then $u^2=d^2/4+d^3/6+O(d^4)$ and $u^3=d^3/8+O(d^4)$, so

$$\ln g=u-\frac{u^2}{2}+\frac{u^3}{3}-\dots=\frac d2+\left(\frac16-\frac18\right)d^2+\left(\frac18-\frac1{12}+\frac1{24}\right)d^3+O(d^4).$$

The cubic coefficient is $1/12$. Doubling the odd terms gives

$$\ln R=d+\frac{d^3}{6}+O(d^5),\qquad d=\frac{T_{\text{hot}}-T_{\text{cold}}}{2T_0}. \tag{5}$$

As $d\to0$ the ratio tends to 1: both segments then conduct with $k_0$, and the rod responds linearly. Rectification is a nonlinear effect, and it starts in proportion to the temperature difference.

Here $d=50/300=0.1667$. The first term of (5) gives $R\approx e^{d}=1.1814$ and both terms give 1.1823, which agrees to four decimals with the quotient of the two fluxes in (b).

Equation (4) also explains why the two fluxes do not lie evenly about the value for constant $k_0$, which is 50 MW/m². The forward flux is 8.9 % above it and the reverse flux 7.9 % below. The term $d/2=8.3\,\%$ in $g$ changes sign on reversal, whereas $d^2/6=0.5\,\%$ raises both magnitudes.

## (e) What causes the rectification? Show that a difference between the segments is not sufficient.

**Answer.** In forward bias A lies above $T_0$, where $k_A>k_0$, and B lies below $T_0$, where $k_B>k_0$. Both segments conduct better than $k_0$. In reverse bias each has moved to the other side of $T_0$, and both conduct worse. The exception is a thin layer of A next to the junction, since the junction is a fraction of a kelvin away from $T_0$; about 99.8 % of the points of the discretized rod follow the rule in each bias. The effective conductivity of the whole rod,

$$k_{\text{eff}}=\frac{2LJ}{T_A-T_B},$$

is 1.089 W/(m K) forward and 0.921 W/(m K) in reverse.

The comparison with $k_0$ is convenient here because the end temperatures straddle $T_0$, but crossing $T_0$ is not the cause. What matters is that A is warmer and B colder in forward bias than in reverse, while $k_A$ rises and $k_B$ falls with temperature. With ends at 500 K and 400 K the whole rod stays above $T_0$ in both biases, and (2) still gives $R=1.10$.

Now suppose that the segments differ but share one temperature law, $k_A=c_Af(T)$ and $k_B=c_Bf(T)$, with $f>0$. Define $u(T)=\int^T f(T')\,dT'$. Integration of $J\,dx=-k\,dT$ over each segment gives

$$\frac{JL}{c_A}=u(T_A)-u(T_m),\qquad \frac{JL}{c_B}=u(T_m)-u(T_B).$$

The sum no longer contains the junction temperature:

$$J=\frac{u(T_A)-u(T_B)}{L/c_A+L/c_B}.$$

Exchanging $T_A$ and $T_B$ changes the sign of $J$ and leaves its magnitude alone, so $R=1$. A numerical test with both conductivities proportional to $1/T$ and a factor of 5 between them gives $R=1.00000$. Within local Fourier conduction, and with no thermal resistance at the junction, two such segments can rectify only if their conductivities are not proportional to each other over the temperature range in use. The second condition matters: if the temperature jumps at the junction, the sum keeps a term that depends on the temperatures of the two faces. These can differ between the biases, so even proportional conductivities can then give $R\neq1$.

## (f) The junction now has a constant thermal resistance $rL/k_0$, the same in both directions. Find $R$ to leading order in $d$, and discuss resistances of $10^{-7}$ and $10^{-6}\ \mathrm{m^2\,K/W}$.

**Answer.** The temperature now jumps at the junction. Let $m_1$ and $m_2$ be the scaled temperatures of its faces on the A and B sides. The jump equals flux times resistance, so $m_1-m_2=rj$. Put

$$m_1=1+\varepsilon+s,\qquad m_2=1+\varepsilon-s,\qquad s=\frac{rj}{2}.$$

In (1), $m$ becomes $m_1$ for segment A and $m_2$ for segment B. Through second order in $d$,

$$j=d+\frac{d^2}{2}-(\varepsilon+s)-\frac{(\varepsilon+s)^2}{2},$$

$$j=d+\frac{d^2}{2}+(\varepsilon-s)-\frac{(\varepsilon-s)^2}{2}.$$

Subtraction gives $0=-2\varepsilon-2\varepsilon s$, so $\varepsilon$ vanishes to this order. Either equation then reads, after $s=rj/2$ is moved to the left,

$$j\left(1+\frac r2\right)=d+\frac{d^2}{2}-\frac{r^2j^2}{8}+O(d^3).$$

In the last term the leading value $j=2d/(2+r)$ is sufficient, and it gives

$$\frac{r^2j^2}{8}=\frac{d^2}{2}f^2,\qquad f=\frac{r}{2+r}.$$

To leading order $f$ is the junction's share of the total temperature drop, since $rj/(2d)=r/(2+r)$. Therefore

$$j=\frac{2}{2+r}\left[d+\frac{d^2}{2}\left(1-f^2\right)\right]+O(d^3).$$

Reversal again replaces $d$ by $-d$. The prefactor cancels in the ratio, and $\ln R$ is odd in $d$, so

$$\ln R=d\left(1-f^2\right)+O(d^3). \tag{6}$$

For a weak junction resistance the loss is of second order in $f$. Two effects of first order cancel. The segments take only the share $1-f$ of the drop, which dilutes their contrast. But segment A now runs from $1+d$ to about $1+fd$ instead of to 1, so its mean distance from $T_0$ grows from $d/2$ to $d(1+f)/2$, and likewise for B. The product $(1-f)(1+f)$ is the factor in (6).

One segment has $L/k_0=10^{-6}\ \mathrm{m^2\,K/W}$, so the two cases are $r=0.1$ and $r=1$.

- For $r=0.1$, $f=0.048$. Equation (6) gives $R=1.1809$; the discretized rod gives 1.1818.
- For $r=1$, $f=0.333$. Equation (6) gives $R=1.1597$; the discretized rod gives 1.1605.

The remaining differences, below 0.001 in $R$, come from the neglected terms of order $d^3$. A junction that takes about 5 % of the drop lowers $R$ by less than 0.001. One as resistive as a whole segment lowers it by 0.022, from 1.182 to 1.160. As $r\to\infty$, $f\to1$ and the leading term of (6) vanishes, because the constant resistance then controls the flux in both directions.

These results rest on local conduction. If $L$ is comparable with the carrier mean free path, a segment no longer has a conductivity that depends on local temperature alone, and equations (1) lose their basis.

## Calculated quantities

```
matching temperature T0: 300 K
end temperatures: 350 K and 250 K
segment length L: 1.0 micrometre
conductivity k0 at T0: 1.0 W/(m K)
flux for constant k0: 50.000 MW/m^2
forward (A hot):
  a = 1.166667, b = 0.833333 (dimensionless)
  Lambert argument b^2 exp(a^2): 2.708698
  m^2 = W(argument): 0.998235
  junction temperature: 299.735 K
  scaled flux j: 0.181438
  flux A to B: 54.431 MW/m^2
  effective conductivity: 1.0886 W/(m K)
  mid-A temperature: 325.84 K
  mid-B temperature: 273.74 K
  hand flux in A, junction at T0: 54.167 MW/m^2
  hand flux in B, junction at T0: 54.696 MW/m^2
  mean of the hand fluxes: 54.432 MW/m^2
reverse (A cold):
  a = 0.833333, b = 1.166667 (dimensionless)
  Lambert argument b^2 exp(a^2): 2.725756
  m^2 = W(argument): 1.001373
  junction temperature: 300.206 K
  scaled flux j: -0.153464
  flux A to B: -46.039 MW/m^2
  effective conductivity: 0.9208 W/(m K)
  mid-A temperature: 276.25 K
  mid-B temperature: 324.15 K
  hand flux in A, junction at T0: -45.833 MW/m^2
  hand flux in B, junction at T0: -46.245 MW/m^2
  mean of the hand fluxes: -46.039 MW/m^2
rectification ratio, closed form: 1.18228
rectification ratio, discretized rod: 1.18228
half bias over T0, d: 0.166667
estimate exp(d): 1.18136
estimate exp(d + d^3/6): 1.18227
forward: share of nodes with k > k0: 99.8 %
reverse: share of nodes with k < k0: 99.8 %
ratio, both k ~ 1/T, factor 5 apart: 1.00000
L/k0 of one segment: 1.0e-06 m^2 K/W
junction resistance: 1.0e-07 m^2 K/W
  junction share f: 0.0476
  ratio, discretized rod: 1.18183
  estimate exp(d (1 - f^2)): 1.18091
junction resistance: 1.0e-06 m^2 K/W
  junction share f: 0.3333
  ratio, discretized rod: 1.16046
  estimate exp(d (1 - f^2)): 1.15968
```
